# Why poled PVDF thins in a field along its polarization

## Question

I am measuring a poled film of polyvinylidene fluoride (PVDF), 10 µm thick, with a voltage across its thickness. I expected it to become thicker when the field points along the polarization. My reasoning was this. The field pulls the positive and negative ends of each dipole apart, so the dipoles lengthen and the solid must lengthen with them. Also, electrostrictive strain goes as the square of the polarization, and a square is positive. The piezoelectric coefficient $d_{33}$ of a poled ferroelectric is electrostriction biased by the remanent polarization, so it should be positive too.

My reading has the opposite sign. Have I connected the film backwards, or is there a fault in the argument? If there is, what decides the sign?

## Answer

A reversed connection can change the sign of the reading, so the polarity must be checked. But both parts of the argument fail, and a negative $d_{33}$ is what poled PVDF should give.

### What the square does and does not tell you

Let axis 3 point along the polarization $P$, let tensile stress $\sigma$ be positive, and let $S$ be the thickness strain. Suppose first that strain depends on the electric displacement $D$ alone:

$$S=QD^2 .$$

Reversing $D$ leaves $S$ unchanged. That is all the square says: the sign of $S$ is the sign of the material coefficient $Q$.

At zero field the displacement of the poled film is $D=P$. A small field changes it by $dD=\varepsilon^\sigma dE$, where $\varepsilon^\sigma$ is the permittivity at constant stress. Therefore

$$d_{33}=\frac{dS}{dE}=2QP\,\varepsilon^\sigma .$$

Since $P>0$ by the choice of axis and $\varepsilon^\sigma>0$, $d_{33}$ has the sign of $Q$.

Stability does not settle that sign. For small changes of stress and field,

$$dS=s^E d\sigma+d_{33}\,dE,\qquad dD=d_{33}\,d\sigma+\varepsilon^\sigma dE ,$$

with $s^E$ the compliance at constant field. A stable material needs a positive definite response matrix: $s^E>0$, $\varepsilon^\sigma>0$ and $s^E\varepsilon^\sigma>d_{33}^2$. Only the square of $d_{33}$ appears. The sign has to come from the structure.

### A stack of dipoles and gaps

In PVDF the dipoles sit on covalently bonded chains, and the chains are held together by much weaker forces. A one-dimensional model keeps this contrast. Each cell has a dipolar unit of length $a$ and modulus $Y_u$, and a gap of length $b$ and modulus $Y_g$. The unit carries charge per area $-\varsigma$ on its lower face and $+\varsigma$ on its upper face. Let $L=a+b$ and $\varphi=b/L$, with all lengths taken in the poled, short-circuited film.

I assume that the lateral size is fixed, that the electrodes move with the film, and that a background permittivity $\varepsilon$ is the same everywhere and independent of strain. The dipole order is fixed while $d_{33}$ is measured.

Let the lower electrode carry free charge $D$ per area and the upper one $-D$. Gauss's law gives the fields

$$E_g=\frac{D}{\varepsilon},\qquad E_u=\frac{D-\varsigma}{\varepsilon}$$

in gap and unit. The voltage across a cell is $EL=bE_g+aE_u$, so at fixed lengths

$$D=\varepsilon E+\frac{\varsigma a}{L},\qquad P=\frac{\varsigma a}{L},$$

the second relation being the value at $E=0$. Since $P<\varsigma$, the field inside a short-circuited unit points against its dipole, while the field in the gap points along it.

Now cut the stack through a gap. The charge below the cut is $+D$ per area and the charge above is $-D$. The lower part produces a field $D/2\varepsilon$ at the upper part, so the two attract with force $D^2/2\varepsilon$ per area. The gap must carry this as compression. A cut through a unit has charge $D-\varsigma$ below and the opposite charge above. The compressive stresses are therefore

$$p_g=\frac{D^2}{2\varepsilon},\qquad p_u=\frac{(\varsigma-D)^2}{2\varepsilon}.$$

A field along $P$ raises $D$. This increases $p_g$ and, as long as $D<\varsigma$, decreases $p_u$. Your picture is right about the inside of the dipole, which does lengthen. It leaves out the gap, where the positive top of one unit faces the negative bottom of the next and the two are drawn together.

### Which change wins

Write $\ell_g$ and $\ell_u$ for the actual lengths, equal to $b$ and $a$ in the reference state. Hooke's law gives $d\ell_g=-(b/Y_g)\,dp_g$ and $d\ell_u=-(a/Y_u)\,dp_u$. At $D=P$,

$$\frac{d\ell_g}{dD}=-\frac{bP}{\varepsilon Y_g},\qquad
\frac{d\ell_u}{dD}=\frac{a(\varsigma-P)}{\varepsilon Y_u}=\frac{bP}{\varepsilon Y_u}.$$

The last step uses $\varsigma-P=\varsigma b/L=Pb/a$. Adding the two and dividing by $L$,

$$\frac{dS}{dD}=\frac{P\varphi}{\varepsilon}\left(\frac1{Y_u}-\frac1{Y_g}\right).$$

To convert to a derivative with respect to field, we need $\varepsilon^\sigma=dD/dE$ with the lengths free to change. With $\ell=\ell_g+\ell_u$, the voltage condition reads

$$E=\frac{D}{\varepsilon}-\frac{\varsigma}{\varepsilon}\frac{\ell_u}{\ell}.$$

The quotient rule gives

$$\frac{d}{dD}\frac{\ell_u}{\ell}=\frac{1}{L^2}\left(b\frac{d\ell_u}{dD}-a\frac{d\ell_g}{dD}\right)
=\frac{bP}{\varepsilon L^2}\left(\frac b{Y_u}+\frac a{Y_g}\right).$$

Insert this in $dE/dD=1/\varepsilon^\sigma$, multiply by $\varepsilon$, and use $\varsigma=PL/a$ and $b/a=\varphi/(1-\varphi)$:

$$\frac{\varepsilon}{\varepsilon^\sigma}=1-\frac{P^2\varphi}{\varepsilon}
\left[\frac{\varphi}{(1-\varphi)Y_u}+\frac1{Y_g}\right].$$

The piezoelectric coefficient is then

$$d_{33}=\frac{\varepsilon^\sigma}{\varepsilon}\,P\varphi\left(\frac1{Y_u}-\frac1{Y_g}\right).$$

In a stable stack of this kind, $d_{33}$ is negative when the gap is softer than the dipolar unit, positive when it is stiffer, and zero when the moduli are equal.

### The same sign seen from the charge side

At constant temperature, and per reference volume, there is a free energy $G$ with $dG=-S\,d\sigma-D\,dE$. Equality of its mixed second derivatives gives

$$\left(\frac{\partial S}{\partial E}\right)_\sigma=\left(\frac{\partial D}{\partial\sigma}\right)_E=d_{33}.$$

For rigid units the right-hand side is easy to find. At short circuit $D=\varsigma a/\ell$, with $\varsigma a$ fixed, so

$$d_{33}=-\frac{\varsigma a}{L^2}\frac{d\ell}{d\sigma}=-P s^E .$$

Squeezing the film packs the same dipoles into less thickness, and the electrode charge rises. Squeezing is negative stress, so the coefficient is negative.

### Is the electrostriction itself negative?

This needs a nonpolar reference. Let a fraction $(1+m)/2$ of the units point up and the rest down. Each unit is a whole layer here, so the disorder is between layers, not within them. A unit pointing down carries compression $(\varsigma+D)^2/2\varepsilon$. Averaging over the units,

$$\langle p_u\rangle=\frac{D^2-2m\varsigma D+\varsigma^2}{2\varepsilon}.$$

The short-circuited disordered stack has $m=0$ and $D=0$. Relative to it, the mean cell length changes by

$$\Delta\ell=-\frac1{2\varepsilon}\left[\frac{bD^2}{Y_g}+\frac{a(D^2-2m\varsigma D)}{Y_u}\right].$$

To first order in the compliances, the undeformed lengths may be used in the voltage condition. At zero voltage this gives $D=m\varsigma a/L$, or $m\varsigma=DL/a$. Then $a(D^2-2m\varsigma D)=-(2L-a)D^2=-(L+b)D^2$, and

$$Q=\frac{\Delta\ell}{LD^2}=-\frac1{2\varepsilon}\left[\frac{\varphi}{Y_g}-\frac{1+\varphi}{Y_u}\right].$$

For rigid units, $Q=-\varphi/(2\varepsilon Y_g)$. Inserting this in $d_{33}=2QP\varepsilon^\sigma$ reproduces the rigid limit of the earlier formula. Contraction on becoming polar and contraction in a field along $P$ then have one cause, the attraction across the soft gaps.

For deformable units the correspondence has a limit. The averaged stress contains $m$ as well as $D$, so strain is no longer a function of $D$ alone. Ordering the dipoles and applying a field at fixed order are different paths. In the window

$$1<\frac{Y_u}{Y_g}<\frac{1+\varphi}{\varphi}$$

$d_{33}$ is negative while the ordering strain is positive. This window belongs to layers that reverse as a whole. If the disorder is instead within each layer, and the layer's charge is smeared out to $m\varsigma$, both $p_g$ and $p_u$ grow as $m^2$ at zero voltage. The ordering strain is then negative for any moduli.

### Numbers for a PVDF-like film

Take rough values: $P=7$ µC/cm², relative permittivity 12, $a=0.23$ nm, $b=0.26$ nm, $Y_u=100$ GPa and $Y_g=1.5$ GPa. Then $\varphi=0.531$. The gaps are under a compression of 23 MPa even at zero voltage.

For the permittivity correction, $P^2\varphi/\varepsilon=2(23.1\ \text{MPa})(0.531)=24.5$ MPa. The bracket is $0.011+0.667=0.678$ GPa$^{-1}$. Their product is 0.0166, so $\varepsilon^\sigma/\varepsilon=1/(1-0.0166)=1.017$. Hence

$$d_{33}=1.017\,(0.070\ \text{C/m}^2)(0.531)(0.010-0.667)\ \text{GPa}^{-1}
\approx-24.8\ \text{pm/V}.$$

Relaxing the stack numerically under the forces between all its charged sheets also gives $-24.8$ pm/V. The rigid-unit estimate $-Ps^E$, with $s^E=0.364$ GPa$^{-1}$, gives $-25.5$ pm/V.

The electrostriction formula gives $Q=-1.59$ m⁴/C²; the relaxed stacks give $-1.58$ m⁴/C². The ordered stack is 0.77 % thinner than the disordered one. With the relaxed $Q$, the estimate $2QP\varepsilon^\sigma$ is $-23.9$ pm/V, within 4 % of $d_{33}$. The modulus ratio is 67, far above the upper edge of the window at 2.9.

Two other choices, with the geometry and $P$ held fixed, show that the sign is not built in:

- With $Y_u=3$ GPa and $Y_g=1.5$ GPa, inside the window, $d_{33}=-12.7$ pm/V but $Q=+0.74$ m⁴/C².
- With the original moduli exchanged, $d_{33}=+24.9$ pm/V and $Q=+4.9$ m⁴/C².

Now apply 300 V to your 10 µm film, a field of 0.3 MV/cm. The linear strain is

$$d_{33}E=(-24.8\times10^{-12})(3.0\times10^7)=-7.4\times10^{-4}.$$

The relaxed stack thins by 7.6 nm with the field along $P$ and thickens by 7.3 nm with the field against it. In the first case each gap shrinks by 379 fm and each unit lengthens by 5 fm. The dipoles do stretch, but by far less than the gaps close.

The two thickness changes differ in size mainly because of the ordinary attraction between the electrodes. Putting $D=P+\varepsilon E$ into $p_g$ and $p_u$ produces the same even term, $\varepsilon E^2/2$, in both. It adds a strain of about $-s^E\varepsilon E^2/2=-1.7\times10^{-5}$. The even part found from the relaxed stack is $-1.9\times10^{-5}$, or 2.4 % of the strain along $P$. It thins the film for either polarity, so it cannot account for a response that changes sign with the voltage.

### How far to trust the number

Poled PVDF films have a $d_{33}$ of very roughly $-30$ pm/V, so the model gives the right sign and, with these rough moduli and a permittivity independent of strain, a size of the right order. The size is not a prediction. The model's thickness modulus at fixed width, $1/s^E=2.75$ GPa, is of the size of a free film's Young's modulus. The fixed-width modulus seen in thickness resonance is stiffer, very roughly 9 GPa. Matching that value needs $Y_g\approx5$ GPa, and the model then gives only about $-7$ pm/V. It depends directly on the gap modulus and on how the permittivity changes with strain, and the moduli are effective values chosen for a whole film. A real film has crystalline lamellae and amorphous layers, and this calculation cannot say how much of the contraction belongs to each. Several idealizations limit it.

**Lateral motion.** The model holds the film's width fixed. In an isotropic film with Poisson ratio $\nu$ and Young's modulus $Y$, fixing the width requires a lateral stress $\sigma_1$ with $(1-\nu)\sigma_1/Y+d_{31}E=0$. This stress adds a thickness strain $-2\nu\sigma_1/Y=2\nu d_{31}E/(1-\nu)$. For rough values $\nu=0.35$ and $d_{31}=10$ pm/V the shift is $+10.8$ pm/V. If $-24.8$ pm/V is the clamped value, a free film has $-35.6$ pm/V. Drawn films are anisotropic in the plane, so this is only a measure of the effect.

**Permittivity.** Let gap and unit have permittivities $\varepsilon_g$ and $\varepsilon_u$. At fixed lengths $dD/dE=\bar\varepsilon$, with $L/\bar\varepsilon=b/\varepsilon_g+a/\varepsilon_u$, and the gap stress is $D^2/2\varepsilon_g$. Rigid units then give, without the small elastic correction to the permittivity, $d_{33}=-(\varphi P/Y_g)(\bar\varepsilon/\varepsilon_g)$. Hold $P$ and $\bar\varepsilon$ fixed. A gap permittivity half that of the unit gives $-32$ pm/V; one twice that of the unit gives $-17$ pm/V. For these constant permittivities the size changes by tens of per cent and the sign survives. A permittivity that varies with strain can matter more. With $k=d\ln\varepsilon_g/d\ln\ell_g$, the gap stress becomes $(1-k)D^2/2\varepsilon_g$, and, to first order in the compliance, the rigid-unit $d_{33}$ is multiplied by $1-k$. If opening the gap dilutes the polarizable matter and so lowers $\varepsilon_g$, $k$ is negative and the contraction is larger: $k=-1$ doubles it. The effect can be greater still. For a fixed number of polarizable particles, the Clausius–Mossotti relation gives $k=-(\varepsilon_r-1)(\varepsilon_r+2)/(3\varepsilon_r)$, where $\varepsilon_r$ is the relative permittivity of the gap. At $\varepsilon_r=12$ this is $-4.3$, so $1-k=5.3$. The elastic correction to the permittivity is then no longer small, because it carries the factor $(1-k)^2\approx28$. The field energy also stiffens the gap, from 1.5 to 1.62 GPa at fixed $D$. Then $\varepsilon/\varepsilon^\sigma=1-28(24.5\ \text{MPa})/(1.62\ \text{GPa})\approx0.58$, and the rigid-unit coefficient becomes about $-210$ pm/V, eight times larger and far beyond what real films show. With rigid units the sign would reverse only for $k>1$, that is, if the permittivity rose faster than the gap length.

**Dipole order.** To first order in the compliances, the ordering strain goes as $m^2$. The model stack is fully ordered, but a real film is not, and a field can align it further. Take the calculated ordering strain as a rough value for such a film. If the field raised the order by 1 % of its value, the extra strain would be $2(0.01)(-0.774\ \%)=-0.0155\ \%$, about a fifth of the calculated contraction and of the same sign.

**Temperature.** With a rough thickness expansion of $1.2\times10^{-4}$ K$^{-1}$, a warming of 6.4 K would cancel the contraction along $P$. If that coefficient belongs to a free isotropic film and the width is held fixed, the thickness expansion rises by $(1+\nu)/(1-\nu)=2.1$, and about 3 K is enough. A slow measurement therefore needs temperature control, or an alternating voltage fast enough to separate the response from thermal drift.

The applied field is below a rough coercive field of 0.5 MV/cm and about 17 times below a rough breakdown field of 5 MV/cm. Beyond the coercive field, a voltage against $P$ can switch the polarization, and the linear result for that direction no longer applies.

### Checking your connection

Reversing the film leaves its zero-voltage thickness unchanged but turns $-24.8$ into $+24.8$ pm/V on an axis fixed in the apparatus. So the sign of a reading means nothing until the direction of $P$ is known. After poling, $P$ points from the electrode that was positive to the one that was negative. Apply a small voltage of the same polarity as the poling voltage. If the film thins, and thickens when you reverse the voltage, $d_{33}$ is negative and your wiring is not at fault. The numerical output below gives the values used here.

## Numbers as computed

```
INPUTS (rough PVDF-like values)
polarization P = 7.0 uC/cm2
relative permittivity = 12
unit length a = 0.23 nm, gap length b = 0.26 nm
gap fraction phi = 0.531
unit modulus = 100 GPa, gap modulus = 1.5 GPa
sheet charge of a unit = 14.9 uC/cm2
RESULTS, stiff units and soft gaps
gap compressive stress P^2/(2 eps) = 23.1 MPa
unit compressive stress = 29.5 MPa
compliance s33 at constant field = 0.3641 1/GPa
eps_sigma/eps = 1.0169
Q from relaxed stacks = -1.580 m4/C2
Q from formula = -1.593 m4/C2
ordering strain = -0.774 %
d33 from relaxed stack = -24.80 pm/V
d33 from formula = -24.80 pm/V
d33 with P reversed, fixed axis = 24.80 pm/V
rigid-unit estimate -P*s33 = -25.49 pm/V
estimate 2*Q*eps_sigma*P = -23.90 pm/V
OTHER MODULI, same geometry and P
unit 3.0 GPa, gap 1.5 GPa: d33 = -12.71 pm/V, Q = 0.739 m4/C2
unit 1.5 GPa, gap 100.0 GPa: d33 = 24.85 pm/V, Q = 4.891 m4/C2
window: modulus ratio between 1 and 2.88
modulus ratio in the example = 66.7
FILM IN A FIELD
field = 0.3 MV/cm; film 10 um; 300 V
strain, field along P = -0.0763 %
strain, field against P = 0.0726 %
gap change, field along P = -379.2 fm
unit change, field along P = 5.44 fm
film thickness change, along P = -7.63 nm
film thickness change, against P = 7.26 nm
NEGLECTED OR SECONDARY EFFECTS
even (Maxwell) part of strain = -0.00186 %
Maxwell estimate -s33*eps*E^2/2 = -0.00174 %
even part / strain along P = 2.4 %
rough Poisson ratio = 0.35, rough d31 = 10 pm/V
shift of d33 by lateral clamping = +10.8 pm/V
d33 if the film is laterally free = -35.6 pm/V
rigid-unit d33, equal permittivities = -24.8 pm/V
same, gap permittivity half the unit's = -32.4 pm/V
same, gap permittivity twice the unit's = -16.9 pm/V
strain from 1 % more dipole order = -0.0155 %
rough thermal expansion = 1.2e-04 1/K
warming that cancels the contraction = 6.4 K
rough coercive field = 0.5 MV/cm
rough breakdown field = 5 MV/cm
breakdown field / applied field = 17
```
